# Supercell Size and Tracer Diffusion in Vacancy Kinetic Monte Carlo: a program that tests the result

```python
"""Residence-time kinetic Monte Carlo for one vacancy on a simple-cubic torus.

Result under test: with N = L^3 sites, exchange rate w and spacing a,
    D_tracer = f_L * w * a^2 / (N - 1),   f_L = (1 + c_L) / (1 - c_L),
where c_L is the mean cosine between successive jumps of one atom.
For an infinite lattice c = -integral exp(-3x) I0(x)^2 I1(x) / x dx, and
c_L = c + 2/(3N) + smaller terms.
S_n is the mean summed squared displacement of all atoms (in a^2) after n
vacancy jumps; for large n it becomes f_L * n + B.
"""
import itertools
import math
from bisect import bisect_right

import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import i0e, i1e

STEPS = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                  [0, -1, 0], [0, 0, 1], [0, 0, -1]])
AXIS = [0, 0, 1, 1, 2, 2]
SIGN = [1, -1, 1, -1, 1, -1]


def lattice(L):
    """Site coordinates and the six periodic neighbours of every site."""
    coords = np.array(list(itertools.product(range(L), repeat=3)))
    moved = (coords[:, None, :] + STEPS) % L
    index = (moved[..., 0] * L + moved[..., 1]) * L + moved[..., 2]
    return coords, index.tolist()


def run_kmc(L, atom_rate, windows, jumps, rng):
    """Return window displacements, window times, and sums of total rates.

    Atoms are labelled by their initial site; label 0 is the vacancy.
    """
    coords, neighbours = lattice(L)
    n_sites = L**3
    occupant = list(range(n_sites))
    displacement = [0] * (3 * n_sites)
    vacancy = 0
    snapshots = [np.array(displacement)]
    times, rate_sums = [], []
    for _ in range(windows):
        picks = rng.random(jumps).tolist()
        waits = (-np.log1p(-rng.random(jumps))).tolist()
        elapsed = rate_sum = 0.0
        for pick, wait in zip(picks, waits):
            sites = neighbours[vacancy]
            total = 0.0
            cumulative = []
            for site in sites:
                total += atom_rate[occupant[site]]
                cumulative.append(total)
            elapsed += wait / total
            rate_sum += total
            k = bisect_right(cumulative, pick * total, 0, 5)
            site = sites[k]
            atom = occupant[site]
            occupant[vacancy] = atom
            displacement[3 * atom + AXIS[k]] -= SIGN[k]
            vacancy = site
        snapshots.append(np.array(displacement))
        times.append(elapsed)
        rate_sums.append(rate_sum)
    occupant[vacancy] = 0
    path = np.array(snapshots).reshape(windows + 1, n_sites, 3)
    # The site table and the unwrapped displacements must agree modulo L.
    for site, atom in enumerate(occupant):
        if atom != 0:
            assert np.array_equal((coords[atom] + path[-1, atom]) % L,
                                  coords[site])
    return path[:, 1:, :], np.array(times), np.array(rate_sums)


def ratio_and_error(numerator, denominator, group=1):
    """Ratio of sums and its standard error from groups of windows."""
    count = len(numerator) // group
    num = np.asarray(numerator)[:count * group].reshape(count, group).sum(1)
    den = np.asarray(denominator)[:count * group].reshape(count, group).sum(1)
    ratio = num.sum() / den.sum()
    residual = num - ratio * den
    return ratio, residual.std(ddof=1) / math.sqrt(count) / den.mean()


def tracer_chain(L):
    """Markov chain of the vacancy position relative to one tracer."""
    _, neighbours = lattice(L)
    n_sites = L**3
    P = np.zeros((n_sites, n_sites))
    drift = np.zeros(n_sites)
    for r in range(1, n_sites):
        for k in range(6):
            target = neighbours[r][k]
            if target == 0:                      # exchange with the tracer
                target = neighbours[0][k]
                drift[r] -= STEPS[k][0] / 6
            P[r, target] += 1 / 6
    start = neighbours[0][1] - 1                 # behind a +x tracer jump
    return P[1:, 1:], drift[1:], start


def exact_slope_offset(L):
    """Slope f_L and offset B of S_n from linear equations."""
    P, drift, start = tracer_chain(L)
    size = len(drift)
    matrix = np.eye(size) - P + np.ones((size, size)) / size
    once = np.linalg.solve(matrix, drift)
    twice = np.linalg.solve(matrix, once)
    return 1 + 2 * once[start], -2 * twice[start]


def exact_window_sum(L, n):
    """S_n by stepping the jump correlations C_m forward."""
    P, vector, start = tracer_chain(L)
    result = float(n)
    for m in range(1, n):
        result += 2 * (n - m) * vector[start]
        vector = P @ vector
    return result


def enumerated_window_sum(L, n):
    """S_n by following every vacancy path (first step fixed by symmetry)."""
    _, neighbours = lattice(L)
    total = 0
    for tail in itertools.product(range(6), repeat=n - 1):
        occupant, moved, vacancy = {}, {}, 0
        for k in (0,) + tail:
            site = neighbours[vacancy][k]
            atom = occupant.get(site, site)
            occupant[vacancy] = atom
            moved.setdefault(atom, [0, 0, 0])[AXIS[k]] -= SIGN[k]
            vacancy = site
        total += sum(x * x + y * y + z * z for x, y, z in moved.values())
    return total / 6**(n - 1)


def torus_cosine(L):
    """Return cosine c_L from the Fourier sum."""
    k = 2 * np.pi * np.arange(L) / L
    cosine = np.cos(k)
    lam = (cosine[:, None, None] + cosine[None, :, None]
           + cosine[None, None, :]) / 3
    denominator = 1 - lam
    denominator[0, 0, 0] = 1.0
    numerator = (1 - np.cos(2 * k))[:, None, None]
    return -(numerator / denominator).mean() / 6


def factor(c):
    return (1 + c) / (1 - c)


# Exact infinite-lattice value and its approach from finite boxes.
c_inf = -quad(lambda x: i0e(x)**2 * i1e(x) / x, 0, np.inf,
              epsabs=1e-11, epsrel=1e-11, limit=500)[0]
f_inf = factor(c_inf)
size_coefficient = 40**3 * (torus_cosine(40) - c_inf)
assert abs(size_coefficient - 2 / 3) < 0.02      # next term falls as L^-2
print(f"infinite lattice: mean cosine c = {c_inf:.6f}, f = {f_inf:.6f}")
print(f"N*(c_L - c) at L=40: {size_coefficient:.4f} (limit {2/3:.4f})")

# Jump correlations against complete path enumeration.
s6_paths = enumerated_window_sum(3, 6)
s6_chain = exact_window_sum(3, 6)
assert abs(s6_paths - s6_chain) < 1e-10
print(f"S_6 at L=3: all paths {s6_paths:.6f}, chain {s6_chain:.6f} a^2")
slope5, offset5 = exact_slope_offset(5)
s300 = exact_window_sum(5, 300)
assert abs(s300 - (slope5 * 300 + offset5)) < 1e-8
print(f"S_300 at L=5: {s300:.5f} a^2; f_L*300+B = "
      f"{slope5 * 300 + offset5:.5f} a^2")

# Model parameters.
spacing = 0.30e-9
attempt = 1.0e13
migration_eV, formation_eV, temperature = 0.80, 1.00, 1000.0
kT_eV = constants.k * temperature / constants.e
w = attempt * math.exp(-migration_eV / kT_eV)
x_v = math.exp(-formation_eV / kT_eV)
print(f"spacing a = {spacing * 1e9:.2f} nm, T = {temperature:.0f} K, "
      f"kT = {kT_eV:.5f} eV")
print(f"attempt frequency = {attempt / 1e12:.0f} THz, migration energy = "
      f"{migration_eV:.2f} eV, formation energy = {formation_eV:.2f} eV")
print(f"exchange rate w = {w:.4e} 1/s, mean residence time = "
      f"{1e12 / (6 * w):.2f} ps")

# Residence-time weighting with fast and slow atoms.
rng = np.random.default_rng(20417)
jumps = 1000
fast, slow = 5.0, 1.0                            # rates in units of w
n_atoms = 5**3 - 1
n_fast = n_atoms // 2
mixed_rates = [0.0] + [fast] * n_fast + [slow] * (n_atoms - n_fast)
_, mix_times, mix_sums = run_kmc(5, mixed_rates, 200, jumps, rng)
jump_counts = np.full(200, float(jumps))
time_mean, time_error = ratio_and_error(jump_counts, mix_times, 4)
jump_mean, jump_error = ratio_and_error(mix_sums, jump_counts, 4)
moments = [0.0, 0.0]
for n in range(7):                               # n fast neighbours of six
    probability = (math.comb(n_fast, n) * math.comb(n_atoms - n_fast, 6 - n)
                   / math.comb(n_atoms, 6))
    total_rate = n * fast + (6 - n) * slow
    moments[0] += probability * total_rate
    moments[1] += probability * total_rate**2
assert abs(time_mean - moments[0]) < 5 * time_error
assert abs(jump_mean - moments[1] / moments[0]) < 5 * jump_error
assert jump_mean - time_mean > 3 * math.hypot(time_error, jump_error)
print(f"mixture, L=5: {n_fast} atoms at {fast:.0f} w, "
      f"{n_atoms - n_fast} atoms at {slow:.0f} w")
print(f"time-averaged K = {time_mean:.3f} +- {time_error:.3f} w "
      f"(exact {moments[0]:.3f} w)")
print(f"jump-averaged K = {jump_mean:.3f} +- {jump_error:.3f} w "
      f"(exact {moments[1] / moments[0]:.3f} w)")

# Equal rates: each box is compared with its own exact correlation factor.
print(f"jumps per window: {jumps}")
for L, windows in ((3, 200), (5, 600), (8, 1200)):
    n_sites = L**3
    path, times, _ = run_kmc(L, [w] * n_sites, windows, jumps, rng)
    moved = np.diff(path, axis=0)
    squares = (moved**2).sum(axis=(1, 2)).astype(float)
    counts = np.full(windows, float(jumps))
    f_kmc, f_error = ratio_and_error(squares, counts, 4)
    f_box, offset = exact_slope_offset(L)
    assert abs(f_box - factor(torus_cosine(L))) < 1e-10
    f_window = f_box + offset / jumps
    assert abs(f_kmc - f_window) < 5 * f_error
    print(f"L={L}, {windows} windows: f KMC = {f_kmc:.5f} +- {f_error:.5f}, "
          f"exact f_L = {f_box:.5f}, B = {offset:.4f}")
    if L == 3:
        assert f_kmc - f_inf > 3 * f_error       # a small box is not the limit
    if L == 5:
        lag = 25
        long_moves = path[lag::lag] - path[:-lag:lag]
        half = L // 2
        wrapped = (long_moves + half) % L - half
        msd_true = (long_moves**2).sum(axis=2).mean()
        msd_wrapped = (wrapped**2).sum(axis=2).mean()
        plateau = (L * L - 1) / 4
        msd_exact = (f_box * lag * jumps + offset) / (n_sites - 1)
        assert abs(msd_wrapped - plateau) < 0.3  # over five standard errors
        assert abs(msd_true / msd_exact - 1) < 0.12
        print(f"L=5, {lag * jumps} jumps, per atom: unwrapped "
              f"{msd_true:.2f} a^2 (exact {msd_exact:.2f} a^2)")
        print(f"L=5, same lag, wrapped: {msd_wrapped:.3f} a^2 "
              f"(plateau {plateau:.3f} a^2)")

# The loop ends with the L = 8 data, used for the main result.
for group in (1, 4, 16):
    print(f"L=8 error of f, blocks of {group * jumps} jumps: "
          f"{ratio_and_error(squares, counts, group)[1]:.5f}")
collective = (moved.sum(axis=1)**2).sum(axis=1).astype(float)
f_coll, f_coll_error = ratio_and_error(collective, counts, 4)
assert abs(f_coll - 1) < 5 * f_coll_error
print(f"L=8 collective factor = {f_coll:.3f} +- {f_coll_error:.3f}")

scale = spacing**2 / (6 * (n_sites - 1))
slope, slope_error = ratio_and_error(squares, times, 4)
D_box, D_box_error = slope * scale, slope_error * scale
D_box_exact = f_box * w * spacing**2 / (n_sites - 1)
D_box_window = f_window * w * spacing**2 / (n_sites - 1)
assert abs(D_box - D_box_window) < 5 * D_box_error
print(f"L=8 simulated time = {times.sum() * 1e6:.2f} microseconds")
print(f"L=8 box D* = {D_box:.4e} +- {D_box_error:.1e} m^2/s "
      f"(exact {D_box_exact:.4e} m^2/s)")

f_unbiased = f_kmc - offset / jumps
c_measured = (f_unbiased - 1) / (f_unbiased + 1)
c_corrected = c_measured - 2 / (3 * n_sites)
f_limit = factor(c_corrected)
f_limit_error = f_error * ((1 - c_measured) / (1 - c_corrected))**2
assert abs(f_limit - f_inf) < 5 * f_limit_error
print(f"L=8 window bias B/n = {offset / jumps:.5f}, "
      f"f without bias = {f_unbiased:.5f}")
print(f"L=8 measured c = {c_measured:.5f}, size shift 2/(3N) = "
      f"{2 / (3 * n_sites):.5f}, corrected c = {c_corrected:.5f}")
print(f"extrapolated f = {f_limit:.5f} +- {f_limit_error:.5f} "
      f"(exact limit {f_inf:.5f})")

D_vacancy = w * spacing**2
D_tracer = f_limit * x_v * D_vacancy
D_error = f_limit_error * x_v * D_vacancy
print(f"vacancy diffusivity w a^2 = {D_vacancy:.4e} m^2/s")
print(f"equilibrium vacancy fraction = {x_v:.4e}")
print(f"crystal D* from KMC = {D_tracer:.4e} +- {D_error:.1e} m^2/s "
      f"= {D_tracer * 1e4:.4e} cm^2/s")
print(f"crystal D* from exact f = {f_inf * x_v * D_vacancy:.4e} m^2/s")
print("all good")
```

Printed output:

```
infinite lattice: mean cosine c = -0.209842, f = 0.653109
N*(c_L - c) at L=40: 0.6685 (limit 0.6667)
S_6 at L=3: all paths 4.604938, chain 4.604938 a^2
S_300 at L=5: 199.24719 a^2; f_L*300+B = 199.24719 a^2
spacing a = 0.30 nm, T = 1000 K, kT = 0.08617 eV
attempt frequency = 10 THz, migration energy = 0.80 eV, formation energy = 1.00 eV
exchange rate w = 9.2935e+08 1/s, mean residence time = 179.34 ps
mixture, L=5: 62 atoms at 5 w, 62 atoms at 1 w
time-averaged K = 18.019 +- 0.045 w (exact 18.000 w)
jump-averaged K = 19.311 +- 0.038 w (exact 19.279 w)
jumps per window: 1000
L=3, 200 windows: f KMC = 0.72334 +- 0.00775, exact f_L = 0.72340, B = 0.2689
L=5, 600 windows: f KMC = 0.66318 +- 0.00217, exact f_L = 0.66264, B = 0.4564
L=5, 25000 jumps, per atom: unwrapped 131.29 a^2 (exact 133.60 a^2)
L=5, same lag, wrapped: 5.940 a^2 (plateau 6.000 a^2)
L=8, 1200 windows: f KMC = 0.65634 +- 0.00099, exact f_L = 0.65504, B = 0.5514
L=8 error of f, blocks of 1000 jumps: 0.00103
L=8 error of f, blocks of 4000 jumps: 0.00099
L=8 error of f, blocks of 16000 jumps: 0.00104
L=8 collective factor = 1.002 +- 0.022
L=8 simulated time = 214.85 microseconds
L=8 box D* = 1.0761e-13 +- 1.9e-16 m^2/s (exact 1.0722e-13 m^2/s)
L=8 window bias B/n = 0.00055, f without bias = 0.65579
L=8 measured c = -0.20788, size shift 2/(3N) = 0.00130, corrected c = -0.20919
extrapolated f = 0.65400 +- 0.00099 (exact limit 0.65311)
vacancy diffusivity w a^2 = 8.3641e-11 m^2/s
equilibrium vacancy fraction = 9.1248e-06
crystal D* from KMC = 4.9914e-16 +- 7.6e-19 m^2/s = 4.9914e-12 cm^2/s
crystal D* from exact f = 4.9846e-16 m^2/s
all good
```
